Why Sputter Profiling Gives an Abrupt Dopant Layer an Exponential Tail

**Question.** A solid contains a dopant layer much thinner than a nanometre. An ion beam erodes the surface while the dopant signal is recorded against eroded depth. The record is not a spike: it has a tail that falls exponentially on the deep side. Is this because recoils knock the dopant forward, and what fixes the decay length?

**Answer.** Relocation of atoms by recoils is enough to produce such a tail, and a forward preference is not needed. Other effects, such as roughness or signal from the crater edge, can also add a tail; they are left out here. Each impact relocates atoms in a thin zone below the surface. Once erosion has brought the zone down to the dopant layer, the dopant is spread through it. Some atoms are carried towards the surface and leave early. Others are repeatedly put back below the receding surface and leave late. The late ones carry the record beyond the true depth of the layer.

The limiting case of complete mixing shows how this produces an exponential. Suppose that relocation homogenizes the zone much faster than erosion removes it. A dopant atom then has no memory of where in the zone it was a moment ago. In every small step of erosion it has the same chance of being at the surface and leaving. A constant chance of loss per eroded depth means exponential decay.

**The balance of the mixed zone**

Let z be the eroded depth, measured from the original surface, and let w be the constant width of the zone. At eroded depth z the zone occupies the original depths from z to z + w. Let c(z) be the dopant concentration in the zone, and c_true the concentration in the undisturbed solid. The following assumptions are made:

- The dopant is dilute and has the atomic volume and sputter probability of the host.
- Atoms are emitted from the surface alone, and the signal is proportional to c.
- The surface stays flat. There is no segregation and no signal from the crater edge.

Per unit area the zone holds the dopant amount w c. Eroding a further dz removes c dz at the top. The lower edge advances by the same dz and admits c_true(z + w) dz. Hence

d(w c) = c_true(z + w) dz - c(z) dz,

and, since w is constant,

w dc/dz = c_true(z + w) - c(z).

Multiplying by exp(z/w)/w and moving the term in c to the left turns that side into the derivative of a product:

d/dz [c exp(z/w)] = (1/w) c_true(z + w) exp(z/w).

For a thin layer of areal density A at depth z0 ≥ w, c_true(z) = A δ(z - z0). Then c_true(z + w) = A δ(z - (z0 - w)), so the source acts when the lower edge of the zone reaches the layer. The concentration is zero before that. Integration across the source gives

c exp(z/w) = (A/w) exp((z0 - w)/w) for z > z0 - w,

and therefore

c(z) = (A/w) exp[-(z - z0 + w)/w] for z > z0 - w, and c = 0 before.

The decay length is w. The signal starts at its maximum A/w, and it does so a distance w before the true position of the layer. Half the maximum is reached after w ln 2, and one tenth after w ln 10.

**What "forward" leaves out**

Put u = (z - z0 + w)/w. The recorded distribution is then exp(-u) for u > 0, with

∫ exp(-u) du = 1, ∫ u exp(-u) du = 1, ∫ (u - 1)² exp(-u) du = 1,

all taken from 0 to ∞. The first integral says that the full areal density is recovered. The second gives a mean u of 1, which is z = z0. The third gives a standard deviation of w. The layer is broadened, but its mean depth is not displaced.

An atom emitted at eroded depth z was at that depth when it left, so its net displacement from its origin is z - z0. The fraction with net inward displacement is the part with u > 1:

∫ from 1 to ∞ of exp(-u) du = 1/e ≈ 0.37.

The remaining 63% have moved outward. They are more numerous, but none has moved by more than w, whereas the inward displacements have no upper limit in this model. The two contributions cancel in the mean.

The cancellation does not depend on complete mixing. Divide the zone into N atomic layers of spacing a, with layer 1 at the surface. In each cycle the atoms are relocated, layer 1 is removed, the others move up by one, and a fresh layer enters as layer N. Let K(i,j) be the probability that relocation takes an atom from layer i to layer j. Each row of K sums to one because the atom must end somewhere. Each column sums to one if every layer stays full, which is volume conservation, and if the dopant is relocated like the host.

Follow an atom from its entry in layer N. Let n(i) be the expected number of cycles that it begins in layer i. It can begin a cycle in layer i by having been relocated to layer i + 1 in the previous cycle, or, for i = N, by having just entered:

n(i) = Σ_j n(j) K(j,i+1) for i < N, and n(N) = 1.

Because the columns sum to one, n(i) = 1 for every i solves these equations. It is the only solution if every atom eventually leaves. The mean number of cycles before emission is the sum of the n(i), which is N. Without relocation the atom would also need N cycles to rise from layer N and be removed. Hence volume-conserving mixing that relocates the dopant like the host leaves the mean recorded depth unchanged, whether it favours long forward flights or not. If the dopant is relocated differently from the host, the columns of K need not sum to one and the mean can move. A forward flight fills a place deeper down, and other atoms must relax outward to make room.

Three cases with a = 0.25 nm and N = 12, so that w = 3 nm, separate the possible causes:

- Isotropic exchange between neighbouring layers, with 400 rounds per removed layer, gives a decay length of 2.87 nm and no mean shift. This agrees with complete mixing of the same 12 layers. Forward preference is absent, yet the tail is there.
- Forward recoils over four layers, each compensated by four outward steps of one layer, also give no mean shift. With six rounds per removed layer the mixing is incomplete, and the decay length is 2.04 nm.
- If the dopant alone is given a slight inward drift, with no compensation, the columns of K no longer sum to one. The mean recorded depth then moves inward, by 0.54 nm in the case computed.

In the case computed (ten rounds of neighbour hops, with probability 0.26 inward and 0.24 outward), a directed push on the dopant thus shifts the mean. The tail needs no such push, but the push lengthens it: the decay length is 2.03 nm, against 1.56 nm for ten unbiased rounds. For a fixed push per removed layer, the shift fades if isotropic mixing is fast enough to even out the dopant before each removal. Repeating the biased hops themselves more often enlarges the shift instead.

The value 2.87 nm instead of 3 nm comes from the finite layer spacing. With complete mixing, an atom survives each removal with probability 1 - 1/N. After m removals the survival probability is (1 - 1/N)^m. Setting this equal to exp(-m a/L) gives

L = -a/ln(1 - 1/N).

For large N, ln(1 - 1/N) ≈ -1/N - 1/(2N²), so L ≈ N a - a/2 = w - a/2. The continuous result is the limit a ≪ w.

**When mixing is not complete**

Mixing always competes with erosion, so the phrase "much faster" needs a measure. Let relocation act as diffusion with a uniform coefficient D inside the zone and none below it, and let v be the erosion speed. Measure x inward from the instantaneous surface. In this frame the solid moves towards the surface, and the inward dopant flux is

J = -D ∂c/∂x - v c.

Conservation, ∂c/∂t = -∂J/∂x, together with dz = v dt and B = D/v, gives

∂c/∂z = B ∂²c/∂x² + ∂c/∂x.

The length B measures the mixing per eroded depth. At the surface, sputtering removes the flux v c(0), so J(0) = -v c(0) and hence c'(0) = 0. At the lower edge nothing enters once the layer has been taken in, so J(w) = 0, or B c'(w) + c(w) = 0.

In the tail each mode decays as exp(-z/L), so that B c'' + c' + c/L = 0. With s = x/w and P = w/B, multiplication by w²/B gives, with primes now denoting derivatives with respect to s,

c'' + P c' + (P w/L) c = 0.

The substitution c = exp(-P s/2) g removes the first derivative:

g'' + k² g = 0, k² = P w/L - P²/4.

The boundary conditions become g'(0) = (P/2) g(0) and g'(1) + (P/2) g(1) = 0. If k² were zero or negative, g would start with positive value and slope and would not bend down, so the second condition could not be met. Thus k is real. The first condition is satisfied by

g = cos(ks) + q sin(ks), q = P/(2k).

Inserting this in the second condition and dividing by k gives

-sin k + q cos k + q (cos k + q sin k) = 0,

or 2q cos k = (1 - q²) sin k. This is the double-angle relation for q = tan(k/2). The other solution, q = -cot(k/2), needs k > π because q is positive, and so belongs to faster decay. The slowest mode therefore obeys

k tan(k/2) = P/2, 0 < k < π.

The left side rises from zero to infinity in this interval, so there is one root. From the definition of k², with P = 2k tan(k/2),

w/L = (k² + P²/4)/P = k² [1 + tan²(k/2)]/[2k tan(k/2)] = k/[2 sin(k/2) cos(k/2)] = k/sin k.

The decay length is thus

L = w sin(k)/k,

which is shorter than w for any finite B. For small P, k² ≈ P and sin(k)/k ≈ 1 - k²/6, so L ≈ w (1 - P/6). Complete mixing means P ≪ 6.

In the opposite limit, P ≫ 1, k approaches π. Writing k = π - ε gives tan(k/2) ≈ 2/ε, so that ε ≈ 4π/P and L ≈ w ε/π = 4w/P = 4B. Far below the peak, the tail then measures the strength of the mixing and no longer the width of the zone. Closer to the peak the signal falls more slowly, and its slope is not yet constant. At P = 50 the local decay length four decades below the peak still exceeds L by about 18%. Within this diffusion model, a decay length measured far down the tail is a lower bound on w.

**Numbers for a thin layer**

Take round model parameters: w = 3 nm, A = 1 nm⁻² (10¹⁴ cm⁻²), z0 = 30 nm and a host density of 50 nm⁻³. Nanometres suit the problem better than atomic units. The signal sets in at

z0 - w = 30 - 3 = 27 nm,

with the peak concentration

A/w = 1/3 = 0.333 nm⁻³ = 3.33 × 10²⁰ cm⁻³.

Relative to the host this is 0.333/50 = 0.67%, consistent with a dilute dopant. The full width at half maximum is 3 ln 2 = 2.08 nm, all of it on the deep side of the sharp edge. A decade of signal takes 3 ln 10 = 6.9 nm, so the signal has fallen to one tenth of its peak at 33.9 nm. At the true position of the layer, 30 nm, it is already down to 1/e of the peak. In this model, reading the peak as the layer position would therefore give an error of 3 nm, while the mean gives the correct depth. In a real solid relocation fades gradually with depth, so the onset is less abrupt and the peak error need not equal the decay length.

These formulas were tested against an explicit erosion calculation. It averages the top 3 nm of a finely divided solid, removes a slab of 0.005 nm, and repeats. The tail length found is 2.9975 nm, which is w less half a slab, as the discrete result requires. The fraction emitted beyond 30 nm is 0.368.

For incomplete mixing, B = 6 nm gives P = 3/6 = 0.5 and k = 0.693, hence L = 2.77 nm, about 8% below w. With B = 1.5 nm, P = 2 and L = 2.22 nm, about 26% below w. Even B = 30 nm, ten times the zone width, leaves a deficit of 1.6%. Diagonalization of the transport equation confirms these lengths, as the numerical output shows.

**Layers of finite thickness, and layers near the surface**

Let the dopant fill the depths z1 to z2 = z1 + d with concentration c0, again with z1 ≥ w and complete mixing. While the lower edge of the zone crosses the layer, w dc/dz = c0 - c, which starts from c = 0 at z1 - w and gives

c = c0 [1 - exp(-(z - z1 + w)/w)] for z1 - w < z < z2 - w.

After that the source is zero and the concentration decays from the value reached:

c = c0 [1 - exp(-d/w)] exp[-(z - z2 + w)/w] for z > z2 - w.

The tail length is still w, and thickness changes the rise and the peak height. For d ≪ w the peak tends to c0 d/w = A/w, the thin-layer value. For d ≫ w it tends to c0, and the true concentration can be read from a plateau. With the same dose spread from 30 to 31 nm, c0 = 1 nm⁻³ and the peak is 1 - exp(-1/3) = 0.28 nm⁻³. It lies at 31 - 3 = 28 nm. A layer 1 nm thick is thus recorded with little more than a quarter of its true concentration.

A layer with z0 < w behaves differently. If the zone forms at once, the dopant is mixed before any erosion, and

c = (A/w) exp(-z/w) for z > 0.

The mean is now w, whatever z0 was. In the explicit calculation a layer at 1 nm is recorded with a mean depth of 3.0 nm. The mean-depth theorem is not violated, because it concerns atoms that enter the zone from below. In a real measurement the zone takes some erosion to build up, and this model does not describe that initial stage.

**A different sputter probability**

Equal sputter probability also matters for the decay length. Suppose a dilute dopant is removed r times as readily as the host, with r constant, while the zone remains uniformly mixed. The loss per dz becomes r c dz. After the layer has been taken in,

w dc/dz = -r c, so that L = w/r.

A dopant that is sputtered less readily than the host (r < 1) has a tail longer than w. The lower bound found above for incomplete mixing can therefore fail when r < 1. It can also fail when the dopant alone drifts inward within the zone. The mean moves too: for a thin layer with z0 ≥ w and complete mixing it lies at z0 - w + w/r. A displaced mean is thus not by itself proof of a directed push. An exponential tail alone does not identify w: that step needs a fully mixed zone of constant width and equal removal of dopant and host.

Table of computed values

```
Mixed-zone width w: 3.00 nm
Areal density A: 1.00 nm^-2 = 1.00e+14 cm^-2
Thin-layer depth z0: 30.00 nm
Slab thickness in erosion simulation: 0.0050 nm
Predicted signal onset and peak: 27.00 nm
Predicted peak A/w: 0.3333 nm^-3 = 3.333e+20 cm^-3
Simulated peak: 0.3333 nm^-3
Host density: 50.0 nm^-3
Peak dopant/host ratio: 0.667 %
Largest thin-layer deviation: 0.333 %
Recovered areal density: 1.000000 nm^-2
Simulated mean minus z0: 0.00000 nm (magnitude)
Simulated standard deviation: 2.9975 nm
Simulated tail decay length: 2.9975 nm
Predicted decade length w ln 10: 6.908 nm
Half-maximum width, formula: 2.079 nm
Half-maximum width, simulated: 2.080 nm
Fraction emitted beyond z0, simulated: 0.3676
Fraction emitted beyond z0, formula 1/e: 0.3679
Thick layer: 30.00 to 31.00 nm, c0 = 1.00 nm^-3
Thick-layer peak position, formula: 28.00 nm
Thick-layer peak, formula: 0.2835 nm^-3
Thick-layer peak, simulated: 0.2837 nm^-3
Thick-layer tail length: 2.9975 nm
Shallow layer true depth: 1.00 nm
Shallow layer recorded mean depth: 2.997 nm
Atomic-layer model: a = 0.25 nm, N = 12
Complete-mixing discrete formula: 2.8732 nm
Relocation: mean shift, standard deviation, decay length (nm)
  no mixing: 0.000, 0.000, 0.000
  complete mixing: 0.000, 2.872, 2.873
  isotropic exchange: 0.000, 2.872, 2.873
  forward recoils+relaxation: 0.000, 2.057, 2.042
  random permutations: 0.000, 2.718, 2.726
  dopant-only inward drift: 0.544, 2.162, 2.033
Diffusion: B (nm), P, k, L formula (nm), L numeric (nm), L/w
  30.0, 0.10, 0.3149, 2.9507, 2.9507, 0.9836
  6.0, 0.50, 0.6927, 2.7658, 2.7658, 0.9219
  1.5, 2.00, 1.3065, 2.2164, 2.2164, 0.7388
Small-P estimate 1-P/6 at P=0.10: 0.9833
```
